# A false Hartree-Fock well between closed-shell atoms is basis-set error

**Q:** I computed the Hartree-Fock energy of two neutral closed-shell atoms in a small Gaussian basis and subtracted twice the energy of one atom. The curve has a shallow minimum. The atoms have no charge, no dipole and no open shell, so what I see must be dispersion binding.

**A:** Let us test that on a case where every ingredient is known. What are your atoms?

**Q:** They are model atoms. Each has two electrons and a fixed nucleus of charge $+2e$, smeared with a density proportional to $e^{-r^2/a_0^2}$. An electron at distance $r$ from a nucleus has the energy

$$v(r)=-\frac{2e^2}{4\pi\varepsilon_0 r}\,\mathrm{erf}(r/a_0),$$

and the Hamiltonian is

$$H=\sum_i\Big[-\frac{\hbar^2}{2m_e}\nabla_i^2+v(r_{iA})+v(r_{iB})\Big]+\sum_{i<j}\frac{e^2}{4\pi\varepsilon_0 r_{ij}}+V_{nn}(R).$$

The nuclear repulsion is $V_{nn}=\frac{4e^2}{4\pi\varepsilon_0R}\,\mathrm{erf}\big(R/(\sqrt2\,a_0)\big)$. The $\sqrt2$ appears because both charges are smeared, which doubles the variance of their separation.

My basis has two s functions per atom, with exponents 0.6 and 0.15 bohr$^{-2}$, and one p shell with exponent 0.15 bohr$^{-2}$. On a grid of 0.25 bohr the minimum lies at $R=7.00$ bohr ($3.70\times10^{-10}$ m). It is 306.8 microhartree deep ($1.34\times10^{-21}$ J).

**A:** From here I set $\hbar=m_e=e=4\pi\varepsilon_0=1$. Which basis did the single atom have?

**Q:** Its own functions, of course.

**A:** In the pair, each atom's electrons also have the other atom's functions within reach. Write the basis in brackets. You computed

$$\Delta E=E_{AB}(AB)-2E_A(A).$$

Now compute one atom again, with the other atom's basis functions in place but without its nucleus and electrons. This is a ghost calculation, with energy $E_A(AB)$. Add and subtract $2E_A(AB)$:

$$\Delta E=\underbrace{E_{AB}(AB)-2E_A(AB)}_{\Delta E_{CP}}-2\underbrace{\big[E_A(A)-E_A(AB)\big]}_{\delta}.$$

The first part is the counterpoise-corrected energy. The second cannot be negative: the energy is minimized over orbitals, and every orbital available in basis $A$ is also available in basis $AB$. So $\delta\ge0$, and it pulls your curve down.

**Q:** How large is it at my minimum?

**A:** The ghost functions lower one atom by 283.526 microhartree. Therefore

$$\Delta E=260.232-2(283.526)=-306.820\ \text{microhartree}.$$

With the same basis on both sides of the subtraction, the interaction is repulsive. The lowering $\delta$ was found with one atom present. Dispersion needs two, so $\delta$ is not dispersion. It is basis-set superposition error.

**Q:** Why should an isolated atom want functions 7 bohr away?

**A:** Because its own orbital is not good enough. Take its doubly occupied real orbital $\varphi$. Add $\chi=\sum_p x_p\,p$, where the functions $p$ are orthonormal, orthogonal to $\varphi$, and span the rest of the pair basis. The normalized trial orbital is $(\varphi+\chi)/\sqrt{1+s}$ with $s=\sum_p x_p^2$.

For two electrons in one orbital, the energy is twice the one-electron energy plus one Coulomb repulsion. Let $h$ be the kinetic energy plus the attraction to this atom's nucleus, $h_0=\langle\varphi|h|\varphi\rangle$ and $J_0=(\varphi\varphi|\varphi\varphi)$. To second order in $x$, the one-electron part is

$$2h_0+4h_{\varphi\chi}+2h_{\chi\chi}-2sh_0.$$

The repulsion contains four orbital factors, so its normalization is $(1+s)^{-2}\approx1-2s$:

$$J_0+4(\varphi\varphi|\varphi\chi)+2J_{\chi\chi}+4K_{\chi\chi}-2sJ_0,$$

with $J_{pq}=(\varphi\varphi|pq)$ and $K_{pq}=(\varphi p|\varphi q)$.

The Fock operator is $F=h+2J-K$. It gives three replacements:

- $F_{\varphi\chi}=h_{\varphi\chi}+(\varphi\varphi|\varphi\chi)$, since $J$ and $K$ have the same matrix element here.
- $\varepsilon=\langle\varphi|F|\varphi\rangle=h_0+J_0$, for the same reason.
- $2h_{\chi\chi}=2F_{\chi\chi}-4J_{\chi\chi}+2K_{\chi\chi}$.

Adding the two parts gives

$$E=E_0+4F_{\varphi\chi}+2\big[F_{\chi\chi}-s\varepsilon+3K_{\chi\chi}-J_{\chi\chi}\big].$$

With $g_p=\langle p|F|\varphi\rangle$ and $M=F-\varepsilon+3K-J$ this is

$$E=E_0+4\,g\cdot x+2\,x\cdot Mx.$$

For positive definite $M$, the minimum obeys $4g+4Mx=0$, so $x=-M^{-1}g$. Then $E-E_0=-4gM^{-1}g+2gM^{-1}g$, and

$$\delta\simeq2\,g\cdot M^{-1}g.$$

At 7 bohr this gives 283.9 microhartree, against 283.5 from the full ghost calculation.

**Q:** What does $g$ measure?

**A:** It measures how badly $\varphi$ fails the Hartree-Fock equation outside its own basis. If $F\varphi=\varepsilon\varphi$ held in all space, then $g_p=\varepsilon\langle p|\varphi\rangle=0$, and there would be nothing to borrow.

Your atom is far from that limit. Its energy is $-1.34262$ hartree. Solving the radial Hartree-Fock equation by finite differences, without Gaussians, gives $-1.34773$ hartree. The basis thus misses about 5100 microhartree per atom, and the ghost functions at 7 bohr recover about 6% of that.

**Q:** Then every small basis should give a false well.

**A:** No. Take one s function per atom, with exponent 0.20 bohr$^{-2}$. The pair has two basis functions and four electrons, so both available orbitals are full. No unoccupied function is left for either atom to borrow in the pair. A ghost calculation would still lower the energy of one atom, because there the partner's function is empty, but the pair cannot use that lowering. With this exponent the uncorrected energy at 7 bohr is $+112.7$ microhartree, and a scan from 4 to 14 bohr shows no well. Full orbitals rule out borrowing, but they do not rule out every false attraction. A single function that is much too diffuse, with exponent 0.08 bohr$^{-2}$, gives about $-3000$ microhartree at 7 bohr, and counterpoise does not remove it. A false well made by borrowing needs an orbital that its own basis leaves imperfect, unoccupied partner functions that can improve it, and a repulsion weak enough to be outweighed.

**Q:** But in the ghost calculation the atom may use all the partner's functions, including those the partner's electrons occupy in the pair. Doesn't counterpoise correct too much?

**A:** The exclusion of one atom's electrons from the other's occupied orbitals is part of the real interaction: it contributes to the repulsion. Both terms of $\Delta E_{CP}$ should therefore use the same function space. That still does not make their remaining errors cancel, so compare with a better basis. I used seven s functions (exponents 2.2 to 0.05 bohr$^{-2}$), three p shells (0.5 to 0.08) and two d shells (0.35 and 0.12). The energies are in microhartree:

| $R$ (bohr) | small, uncorrected | small, corrected | large, corrected |
|---:|---:|---:|---:|
| 6.00 | 527.7 | 1433.1 | 1873.6 |
| 7.00 | −306.8 | 260.2 | 444.9 |
| 8.00 | −180.4 | 30.4 | 100.5 |
| 9.75 | −11.6 | −0.3 | 6.7 |

At these distances the corrected small-basis curve lies below the large-basis one, so here counterpoise has not made the atoms too repulsive. At 7 bohr it gives about 42% less repulsion than the large basis.

**Q:** And at 9.75 bohr your corrected energy is negative.

**A:** Yes, by 0.316 microhartree, about 0.1% of the false well depth. The large basis gives $+6.7$ microhartree there, so this residue also belongs to the small basis. Counterpoise removes the unequal basis sizes, not the poor orbitals. I suspect the Gaussian tails, but these numbers do not isolate the cause.

In the large basis the correction hardly matters at 7 bohr: the borrowing is 0.099 microhartree per atom, and the uncorrected energy is already $+444.7$ microhartree. Farther out the repulsion becomes so small that even a little borrowing can change the sign, so the correction is still needed there.

**Q:** You have shown that my well is false. Could Hartree-Fock still contain a weaker dispersion attraction underneath?

**A:** Consider distances where the atoms no longer overlap. By Gauss's law, a neutral spherical atom produces no electrostatic field outside its charge, and exchange between the atoms vanishes with the overlap. Neither atom then feels a mean field from the other.

**Q:** Could both atoms polarize together and lower the energy that way?

**A:** Test it at dipole order. Let the mean dipoles $\mu_A,\mu_B$ point along the axis, and let $\alpha$ be the Hartree-Fock polarizability. Creating the dipoles costs energy, and their coupling may return some:

$$E(\mu_A,\mu_B)=\frac{\mu_A^2+\mu_B^2}{2\alpha}-\frac{2\mu_A\mu_B}{R^3}.$$

The most favourable choice is $\mu_A=\mu_B=\mu$, which gives $\mu^2(1/\alpha-2/R^3)$. For $R^3>2\alpha$ this is positive, so the minimum has no dipoles and no attraction. Dipoles across the axis couple half as strongly and do no better.

Dispersion comes from fluctuations. The average of each dipole is zero, but the average of their product need not be. In the separated Hartree-Fock state that average factorizes into $\langle\mu_A\rangle\langle\mu_B\rangle=0$. A correlated state adds configurations in which both atoms are excited together.

**Q:** Show me that term.

**A:** Use second-order Møller-Plesset theory, MP2. With electron coordinates measured from their own nuclei, the dipole coupling is

$$V=\frac{X_AX_B+Y_AY_B-2Z_AZ_B}{R^3},\qquad Z_A=\sum_{i\in A}z_i,$$

and likewise for the other components. Let $m$ label the p-type virtual orbitals along $z$, with $d_m=\langle\varphi|z|m\rangle$ and $\Delta_m=\varepsilon_m-\varepsilon$. Exciting one of two paired electrons into the singlet state gives a matrix element $\sqrt2\,d_m$ of $Z_A$. The spin-independent dipole does not reach the triplet.

For excitations $m$ on $A$ and $n$ on $B$, the $zz$ term has matrix element $-4d_md_n/R^3$. By spherical symmetry, the $xx$ and $yy$ terms each have $2d_md_n/R^3$. Their squares add to $(16+4+4)d_m^2d_n^2/R^6$. Dividing by the excitation energy, with the minus sign of second-order theory, gives

$$E_{disp}=-\frac{C_6}{R^6},\qquad C_6=24\sum_{mn}\frac{d_m^2d_n^2}{\Delta_m+\Delta_n}.$$

The large-basis orbitals of one isolated atom give $C_6=40.73$ hartree bohr$^6$. This is the MP2 value in that basis, without the response of the mean field to the excitations.

**Q:** Does the pair follow it?

**A:** At 27 bohr the formula gives $-40.73/27^6=-1.051\times10^{-7}$ hartree, or $-0.1051$ microhartree. The correlation part of the pair's counterpoise-corrected MP2 interaction energy is $-0.1086$ microhartree, 3.3% larger in size than the formula. At 18 bohr the excess is 7.7%. The ratio of the two excesses is about 2.3, close to the $(27/18)^2=2.25$ expected from a next term in $R^{-8}$.

The corrected Hartree-Fock energy at 18 bohr is about $10^{-5}$ microhartree, while the correlation part is $-1.29$ microhartree. The long-range attraction is in the correlation energy.

**Q:** What does correlation do at my 7 bohr?

**A:** In the large basis it contributes $-473.6$ microhartree, against a Hartree-Fock repulsion of $+444.9$. The sum is $-28.7$ microhartree.

**Q:** So the atoms do attract there. My curve was right after all.

**A:** It had the right sign at that distance for the wrong reason. Its attraction came from borrowed functions, while the attraction in the MP2 sum comes from correlation. That sum is a small difference between two large terms, so its size is uncertain, and one distance does not locate a minimum. Nor is the whole correlation part the leading dispersion term: $-C_6/R^6$ gives only $-346$ microhartree at 7 bohr. The next term, in $R^{-8}$, is about half as large there, and the atoms still overlap, so the long-range series cannot simply be added up.

**Q:** Should I then distrust every attraction found in Hartree-Fock?

**A:** No. Replace one atom by a distant ion of charge $q$. Its field $q/R^2$ gives the other atom a mean dipole, with energy $\mu^2/(2\alpha)-\mu q/R^2$. The minimum is at $\mu=\alpha q/R^2$, and the energy there is $-\alpha q^2/(2R^4)$. This is induction, a real attraction that Hartree-Fock contains and that survives in a complete basis.

For a closed-shell atom held weakly on a surface, the same control applies: compute the atom and the surface each with the other's functions present, at the geometry of the combined system, and then enlarge the basis. A surface can have a mean field of its own, so an attraction that survives may be induction or electrostatics. If it disappears, it gives no evidence of dispersion.
